Classical Partition Function of a Cosine-Hindered Rotor and Its Two Limits

When the barrier is a few times kT, a methyl-like group turning about a single bond is neither a free rotor nor a small oscillator, and treating it as either puts an error into the free energy. Take a threefold model top with moment of inertia 3.0 × 10⁻⁴⁷ kg m² and a barrier of 12 kJ/mol at 300 K. The free-rotor formula makes its Helmholtz energy 3.21 kJ/mol too low relative to the classical hindered rotor. If such a rotor appears on one side of a reaction only, the equilibrium constant is wrong by a factor of 3.6 on this classical reference, and by 3.8 against the quantum level sum. On the same classical reference, the classical harmonic formula errs by 0.18 kJ/mol in the other direction, and this error changes sign only near 2800 K. Against the quantum level sum it errs by only 0.03 kJ/mol at 300 K, through a cancellation described in Section 6. Within classical statistics, one closed expression covers the whole range from free rotation to small oscillation. Section 5 gives the leading quantum correction to the partition function and so shows when classical statistics suffices for it.

**1. Assumptions and statement**

The rotor has one angle φ, with 0 ≤ φ < 2π, and conjugate angular momentum p. Its effective moment of inertia I is constant, and its motion is separable from overall rotation and from the other vibrations. The energy is

H = p²/(2I) + V(φ), V(φ) = (V0/2)(1 − cos nφ).

Here n is a positive integer, the number of wells in a full turn, and V0 ≥ 0 is the height from minimum to maximum. The energy zero is the potential minimum. The symmetry number σ counts the indistinguishable orientations in a full turn. Since V must repeat after a turn by 2π/σ, σ divides n. For a methyl-like top with three equivalent wells, n = σ = 3.

Classical statistics assigns one state to each phase-space area h, so that

q = (1/(σh)) ∫dp ∫dφ exp(−H/kT),

with p running over all real values and φ over a full turn. Define

u = V0/(2kT), B = ħ²/(2I), ω = n √(V0/(2I)).

If V0 is given per mole, k is replaced by R in u.

**Theorem.** Under these assumptions

q = q_free e^(−u) I0(u),

q_free = (2π/(σh)) √(2πIkT) = (1/σ) √(πkT/B),

where I0(u) = Σ (u/2)^(2k)/(k!)², summed over k = 0, 1, 2, …, is the modified Bessel function of order zero. Moreover,

(a) q/q_free → 1 as u → 0;

(b) q / [(n/σ) kT/(ħω)] → 1 as u → ∞.

Limit (b) is the classical harmonic value for n wells, divided by σ. It is a limit of the classical formula, not the low-temperature limit of a real rotor; Section 5 deals with that difference.

**2. Two lemmas and the closed form**

**Lemma 1.** The momentum integral is √(2πIkT), whatever the potential.

Proof. The Boltzmann factor is a product of a function of p and a function of φ. Put p = x √(2IkT). Then

∫ exp(−p²/(2IkT)) dp = √(2IkT) ∫ exp(−x²) dx = √(2πIkT). ∎

With V0 = 0 the angular integral is 2π, which gives the first form of q_free. For the second, use h = 2πħ:

(2π/(σh)) √(2πIkT) = (1/σ) √(2πIkT/ħ²) = (1/σ) √(πkT/B),

because 2I/ħ² = 1/B.

Let ⟨g⟩ denote the uniform mean of g over a full turn. For general V0,

q = q_free f(u), f(u) = ⟨exp[−u(1 − cos nφ)]⟩.

**Lemma 2.** For every positive integer n, f(u) = e^(−u) I0(u).

Proof. Let θ = nφ. As φ makes one turn, θ makes n complete turns, and a function of cos θ contributes equally in each. Hence

(1/2π) ∫₀^(2π) g(cos nφ) dφ = (1/(2πn)) ∫₀^(2πn) g(cos θ) dθ = (1/2π) ∫₀^(2π) g(cos θ) dθ.

The mean does not depend on n, so it may be taken over θ. The constant part of the exponent gives e^(−u), and ⟨exp(u cos θ)⟩ remains. Its power series converges uniformly in θ and may be averaged term by term:

⟨exp(u cos θ)⟩ = Σ (u^j/j!) ⟨cos^j θ⟩.

For the moments, write cos θ = (e^(iθ) + e^(−iθ))/2 and expand:

cos^j θ = 2^(−j) Σ_l [j!/(l!(j − l)!)] e^(i(j − 2l)θ).

Over a full turn each exponential averages to zero unless j = 2l. Odd moments therefore vanish, and for j = 2k the term l = k gives

⟨cos^(2k) θ⟩ = (2k)!/(4^k (k!)²).

The factor (2k)! cancels the one in the exponential series:

⟨exp(u cos θ)⟩ = Σ u^(2k)/(4^k (k!)²) = Σ (u/2)^(2k)/(k!)² = I0(u). ∎

The two lemmas prove the closed form. It was tested against direct quadrature over momentum and angle for six sets of parameters, with relative agreement within 10⁻¹⁰.

**Remark on the exponential.** The factor e^(−u) belongs to the choice of energy zero. If energies were counted from the mean potential V0/2, the same rotor would have q = q_free I0(u). In thermochemistry the zero must match the electronic energy used with q. Here that is the energy at the torsional minimum, without torsional zero-point energy.

**3. The two limits**

**Low barrier.** From e^(−u) = 1 − u + u²/2 − u³/6 + … and I0(u) = 1 + u²/4 + …,

f(u) = 1 − u + (1/2 + 1/4)u² − (1/6 + 1/4)u³ + …
= 1 − u + 3u²/4 − 5u³/12 + ….

This proves (a). The first correction, −u, is minus the mean potential V0/2 divided by kT: to leading order the rotor visits all angles equally and pays the average potential energy.

**High barrier.** Take θ from −π to π and substitute t = 2 sin(θ/2). Then

1 − cos θ = 2 sin²(θ/2) = t²/2,

dt = cos(θ/2) dθ = √(1 − t²/4) dθ,

so that, with no approximation,

f(u) = (1/2π) ∫₋₂² e^(−ut²/2) (1 − t²/4)^(−1/2) dt.

For large u the Gaussian confines t to a width of order u^(−1/2). Near t = 0,

(1 − t²/4)^(−1/2) = 1 + t²/8 + O(t⁴).

The region 1 ≤ |t| ≤ 2 contributes at most a constant times e^(−u/2), since the inverse square root is integrable at the ends. Extending the Gaussian integrals to infinity also costs an exponentially small amount. With

∫ e^(−ut²/2) dt = √(2π/u), ∫ t² e^(−ut²/2) dt = (1/u) √(2π/u),

the result is

f(u) = (1/√(2πu)) [1 + 1/(8u) + O(1/u²)].

Now restore the prefactor. Since 2πu = πV0/(kT),

q_free/√(2πu) = (1/σ) √(πkT/B) √(kT/(πV0)) = (1/σ) kT/√(BV0).

The harmonic frequency follows from the curvature at a minimum, V'' = n²V0/2 = Iω². Therefore

ħω = nħ √(V0/(2I)) = n √(BV0),

and √(BV0) = ħω/n. Substitution gives

q = (n/σ)(kT/(ħω)) [1 + 1/(8u) + O(1/u²)],

which proves (b). ∎

The positive correction 1/(8u) comes from the shape of the well. Around a minimum 1 − cos θ = θ²/2 − θ⁴/24 + …, so the cosine lies below its parabola and leaves more angle accessible at a given energy. With the Gaussian average of θ⁴ equal to 3/u², the quartic term contributes u · 3/(24u²) = 1/(8u), as found above.

**Where each limit serves.** At u = 0.1 the factor f is 0.9071, and 1 − u gives 0.9000. At u = 10 it is 0.12783; the leading high-barrier form gives 0.12616, which is 1.3% low relative to f, and the 1/(8u) term raises it to 0.12773. At u = 1 neither leading form is good: 1 − u vanishes, while 1/√(2πu) = 0.399 lies 14% below f = 0.466.

The classical harmonic model also has the wrong high-temperature growth. It is proportional to T, whereas q_free is proportional to √T. Its ratio to q_free is 1/√(2πu), which is below f at u = 1 but above it at u = 0.1, where it equals 1.26. The harmonic error in q thus changes sign between these two values.

**4. Energy, heat capacity and entropy**

**Proposition 1.** Let r = I1(u)/I0(u), where I1 = dI0/du, and let V0 now be molar. Then

U = RT/2 + (V0/2)(1 − r),

C/R = 1/2 + u²(1 − r/u − r²),

S = R ln q + U/T.

Proof. The temperature enters ln q through √T in q_free and through u:

ln q = constant + (1/2) ln T − u + ln I0(u), du/dT = −u/T.

Hence

U = RT² d(ln q)/dT = RT/2 + RT²(−1 + r)(−u/T) = RT/2 + RTu(1 − r),

and RTu = V0/2. For the heat capacity dr/du is needed. Differentiating I0 = ⟨e^(u cos θ)⟩ twice gives

I0'' = ⟨cos²θ e^(u cos θ)⟩ = I0 − ⟨sin²θ e^(u cos θ)⟩.

Since sin θ e^(u cos θ) = −(1/u) d(e^(u cos θ))/dθ, integration by parts over a full turn, where the boundary terms cancel, gives

⟨sin²θ e^(u cos θ)⟩ = (1/u) ⟨cos θ e^(u cos θ)⟩ = I1/u.

So I0'' = I0 − I1/u, and

dr/du = I0''/I0 − (I0'/I0)² = 1 − r/u − r².

Differentiating U,

C = R/2 − (V0/2)(dr/du)(−u/T) = R/2 + Ru² dr/du,

again because V0/2 = RTu. The entropy follows from A = −RT ln q and A = U − TS. ∎

The quantity dr/du is the Boltzmann variance of cos θ. Thus u² dr/du is the variance of the potential energy divided by (kT)², and it cannot be negative.

**Corollary.** C/R tends to 1/2 for u → 0, tends to 1 from above for u → ∞, and has a maximum above 1.

Proof. For small u, I1 = u/2 + O(u³) and r = u/2 + O(u³), so C/R = 1/2 + u²/2 + O(u⁴). For large u, use dr/du = d²(ln I0)/du² = d²(ln f)/du², since ln I0 and ln f differ by the linear term u. From Section 3,

ln f = −(1/2) ln(2πu) + 1/(8u) + O(1/u²).

This may be differentiated, because each derivative of the integral for f brings down a factor −t²/2 and leaves an integral of the same kind. Then

d²(ln f)/du² = 1/(2u²) + 1/(4u³) + O(1/u⁴),

C/R = 1 + 1/(4u) + O(1/u²).

The curve is continuous, starts below 1 and approaches 1 from above, so it has a maximum above 1. ∎

Numerically the maximum is C/R = 1.180 at u = 2.48. For the model top this is at 291 K. There the free-rotor value R/2 and the classical harmonic value R both lie below the classical hindered value. The quantum levels of the same top give C/R = 1.02 at 291 K and a maximum of 1.05 near 352 K, so the height and position of the classical maximum are not those of the quantum rotor.

**5. When classical mechanics suffices**

At fixed V0, cooling makes u large, but it also makes kT small relative to ħω. The classical harmonic value then gives S = R[ln((n/σ)kT/(ħω)) + 1], which falls without bound as T → 0. The formula has left its range. Limit (b) describes a real rotor when ħω ≪ kT ≪ V0. The model top of Section 6 has no such range, since its V0 is only 3.5 times ħω.

**Proposition 2.** For kT ≫ B, to second order in ħ, the ratio of the quantum partition function to q is

q_qm/q = 1 − (ħω/kT)² r/24.

Here q_qm is the sum of exp(−E/kT) over all levels of the same Hamiltonian, divided by σ.

Proof. Let β = 1/(kT) and take the trace in plane waves e^(imφ), with p = ħm. For kT ≫ B the sum over m may be replaced by ∫dp/ħ; for Gaussian terms the error is exponentially small in kT/B. Moving the plane wave through H changes the operator −iħ∂ into p − iħ∂, where ∂ = d/dφ. The integrand is therefore w = exp(−βH')·1, with

H' = p²/(2I) + V − (iħp/I)∂ − (ħ²/(2I))∂².

Write w = exp[−β(p²/(2I) + V)] χ. From ∂w/∂β = −H'w,

∂χ/∂β = (iħp/I) Dχ + (ħ²/(2I)) D²χ, D = ∂ − βV',

with χ = 1 at β = 0. Expand χ = 1 + ħχ1 + ħ²χ2 + …. At first order,

∂χ1/∂β = −(ip/I)βV', χ1 = −(ip/(2I))β²V'.

This is odd in p and integrates to zero. At second order, D²1 = −βV'' + β²V'², so

∂χ2/∂β = (p²/(2I²))(β²V'' − β³V'²) + (1/(2I))(β²V'² − βV''),

χ2 = (p²/(2I²))(β³V''/3 − β⁴V'²/4) + (1/(2I))(β³V'²/3 − β²V''/2).

The thermal mean of p² is I/β. Averaging over p leaves

(1/(2I))(β³V'²/12 − β²V''/6).

Let ⟨ ⟩_B be the mean over φ with weight e^(−βV). Integration by parts gives ⟨V''⟩_B = β⟨V'²⟩_B, so the average becomes

(β²/(2I))(1/12 − 1/6)⟨V''⟩_B = −β²⟨V''⟩_B/(24I).

Finally V'' = Iω² cos nφ and ⟨cos nφ⟩_B = r. Multiplication by ħ² gives the stated correction. ∎

**Remark on σ.** Dividing the full level sum by σ is a high-temperature counting rule. For the model top at 300, 600 and 1200 K it was tested against the sum over the symmetry block with m a multiple of 3; the two agree within a relative 10⁻⁸.

**6. The model top in numbers**

For I = 3.0 × 10⁻⁴⁷ kg m², B = 0.1116 kJ/mol. With V0 = 12 kJ/mol and n = σ = 3,

ħω = 3 √(0.1116 × 12) = 3.47 kJ/mol.

At 300 K, RT = 2.494 kJ/mol, and

u = 12/(2 × 2.494) = 2.405,

q_free = (1/3) √(π × 2.494/0.1116) = 2.793,

q = 2.793 × 0.2763 = 0.772.

The classical harmonic value is 2.494/3.472 = 0.718. The Helmholtz-energy errors relative to the classical hindered rotor are

free: −2.494 ln(2.793/0.772) = −3.21 kJ/mol,

harmonic: −2.494 ln(0.718/0.772) = +0.18 kJ/mol.

With r = 0.754 the energy and entropy are

U = 1.247 + 6 × (1 − 0.754) = 2.72 kJ/mol,

S = 8.314 ln 0.772 + 2721/300 = 6.9 J/(mol K).

The quantum levels of the same Hamiltonian show how far these values can be trusted. At 300 K they give U = 3.06 kJ/mol, zero-point energy included, and S = 7.6 J/(mol K). For the partition function the comparison is:

T = 150 K: q = 0.370, q_qm = 0.284, ratio 0.769
T = 300 K: q = 0.772, q_qm = 0.728, ratio 0.943
T = 600 K: q = 1.656, q_qm = 1.639, ratio 0.990
T = 1200 K: q = 3.344, q_qm = 3.340, ratio 0.999

Proposition 2 gives 0.713, 0.939, 0.990 and 0.999 for the same ratios; the output calls these first-order estimates, meaning first order in ħ². At 150 K, where ħω/kT is 2.8, the expansion parameter is no longer small and the first correction overshoots. At 300 K the quantum sum is 5.7% below the classical q, which raises the Helmholtz energy by 0.15 kJ/mol.

The classical harmonic value at 300 K, 0.718, happens to lie nearer to the quantum sum than the classical hindered value does. Relative to the classical hindered rotor, the harmonic model lowers q by 7% through its neglect of anharmonicity, while quantum mechanics lowers it by 6%. The agreement is a cancellation and does not persist: at 1200 K the harmonic value is 2.87 against a quantum sum of 3.34. The quantum harmonic oscillator, with q = 1/(2 sinh(ħω/(2kT))) for n = σ and energies counted from the potential minimum, does not benefit from this cancellation. At 300 K it gives 0.664, which puts the Helmholtz energy 0.23 kJ/mol above that of the quantum level sum.

Even at 1200 K the top is far from free. There u = 0.60 and f = 0.599, so q_free exceeds q by 67% relative to q. A temperature high enough for classical mechanics is thus not necessarily high enough for free rotation: for the partition function, the first requires kT ≫ B and a small correction (ħω/kT)² r/24, which for this top is already down to 0.01 at 600 K; the second requires kT ≫ V0/2. The heat capacity is more sensitive to quantum effects: at 600 K the levels give C/R = 0.90, against the classical 0.95.

These numbers belong to the stated one-dimensional model. A real torsion may have further Fourier terms in its potential, a moment of inertia that varies with φ, or coupling to other motions. The closed form does not contain these effects, and the quantum sum, which uses the same Hamiltonian, does not measure them. The numerical output below lists the classical values and the quantum partition functions, but not the quantum harmonic value or the quantum energy, entropy and heat capacity quoted above.

Table of computed values

```
moment of inertia I = 3.00e-47 kg m^2
barrier V0 = 12.0 kJ/mol; n = 3; sigma = 3
rotational constant B = 0.11162 kJ/mol
harmonic angular frequency omega = 5.4671e+13 rad/s
harmonic quantum hbar*omega = 3.4721 kJ/mol
T/K, RT/(kJ/mol), u, q_free, exp(-u)I0(u), q, q_harm_classical
150  1.2472  4.8109  1.9749  0.18736  0.3700  0.3592
300  2.4943  2.4054  2.7929  0.27625  0.7715  0.7184
600  4.9887  1.2027  3.9498  0.41923  1.6558  1.4368
1200  9.9774  0.6014  5.5858  0.59875  3.3445  2.8736
T/K, q_quantum, q_quantum/q, first-order estimate of ratio
150  0.2845  0.7688  0.7130
300  0.7276  0.9430  0.9391
600  1.6391  0.9899  0.9896
1200  3.3397  0.9986  0.9985
T/K, I1/I0, U/(kJ/mol), C/R, C/(J/mol/K), S/(J/mol/K)
150  0.8888  1.2908  1.0850  9.022  0.339
300  0.7543  2.7213  1.1795  9.807  6.915
600  0.5136  5.4126  0.9472  7.875  13.214
1200  0.2879  9.2615  0.6586  5.476  17.756
Helmholtz-energy error at 300 K, model minus classical hindered:
free rotor: -3.2088 kJ/mol
classical harmonic: 0.1780 kJ/mol
quantum level sum minus classical hindered: 0.1464 kJ/mol
heat-capacity maximum: u = 2.4778, C/R = 1.1799
temperature of maximum: 291.2 K
u, factor by quadrature, 1-u, 1/sqrt(2 pi u), same*(1+1/(8u))
0.01  0.990075  0.990000  3.989423  53.857208
0.1  0.907101  0.900000  1.261566  2.838524
1  0.465760  0.000000  0.398942  0.448810
10  0.127833  -9.000000  0.126157  0.127734
100  0.039944  -99.000000  0.039894  0.039944
```
